Weak-field Hall factor of n-type silicon with constant relaxation time

**Q:** A Hall measurement on n-type silicon is supposed to give the electron density n from a Hall coefficient of size 1/(ne). Why should the band structure enter at all?

**A:** First, the conventions. The electron charge is −e, and the Hall coefficient R_H is defined by the part of the electric field that is odd in the magnetic field B:

E = ρj + R_H B×j,  R_H = −r_H/(ne).

In a cubic crystal the odd part has this form at weak field, and at any field when B lies along a cubic axis or a body diagonal. The number r_H is the Hall factor, and your reading of n assumes r_H = 1. Electrons in silicon occupy six equivalent valleys, two on each cubic axis. Each has an ellipsoidal, parabolic band with mass m_l along its axis and m_t across it. I write K = m_l/m_t, and M for the mass tensor of a valley. For a valley on the x axis, M = diag(m_l, m_t, m_t).

I also assume a single relaxation time τ, the same for all energies, directions and valleys. That isolates the effect of the masses, and its cost can be estimated afterwards.

**Q:** A mean velocity obeying a friction law is a cartoon. The electrons have a distribution of velocities.

**A:** For constant τ the friction law follows from the Boltzmann equation. In a uniform steady state, the distribution f(k) of one valley obeys

(1/ħ) F·∇_k f = −(f − f₀)/τ,  F = −e(E + v×B),  v = ħM⁻¹k,

with k measured from the valley minimum and f₀ the equilibrium distribution. Multiply by v_i and integrate over k. On the left, integrate by parts; f vanishes at large k, so there is no boundary term:

(1/ħ) Σ_j ∫ v_i F_j ∂f/∂k_j = −(1/ħ) Σ_j ∫ f F_j ∂v_i/∂k_j − (1/ħ) ∫ f v_i ∇_k·F.

In the first term, ∂v_i/∂k_j = ħ(M⁻¹)_ij. In the second, the divergence of v×B is

Σ ε_jlm B_m ∂v_l/∂k_j = ħ Σ ε_jlm (M⁻¹)_lj B_m = 0,

because ε is antisymmetric in j and l while M⁻¹ is symmetric. On the right, f₀ is even in k and carries no current. With n_v electrons per volume in the valley and mean velocity u, what remains is

−n_v M⁻¹⟨F⟩ = −n_v u/τ,

and F is linear in v, so ⟨F⟩ = −e(E + u×B). Hence

u = −eτ M⁻¹(E + u×B).

No particular f₀ was used, so this holds for degenerate electrons too. Integrating the Boltzmann equation without the factor v makes its left side vanish, so ∫f = ∫f₀: each valley keeps its equilibrium share n_v = n/6.

**Q:** Then the answer must already show in one valley. An anisotropic mass deflects electrons differently in different directions.

**A:** It does, but the Hall coefficient of one valley does not notice. Suppose all n electrons sit in one valley. Multiply the drift equation by M and solve for E:

E = −Mu/(eτ) − u×B.

Since j = −neu, we have u = −j/(ne), and

E = Mj/(ne²τ) + j×B/(ne).

The first term does not depend on B. The second equals −(1/ne) B×j, so r_H = 1 for any mass ratio, field strength and field direction. A numerical solution of the Boltzmann equation, with orbits followed through k-space, gives 1.000000 for one silicon valley in a tilted field.

**Q:** So six valleys, each with r_H = 1, should give r_H = 1.

**A:** They would if they all carried the same current. What they share is the electric field, so their conductivities add, not their resistivities. We therefore need the current of each valley at given E. Expand u in powers of B. At zeroth order

u₀ = −eτ M⁻¹E,

and the first-order part comes from inserting u₀ in the magnetic term:

u₁ = −eτ M⁻¹(u₀×B) = +e²τ² M⁻¹[(M⁻¹E)×B].

Multiplying by −en_v gives the currents

j₀ = n_v e²τ M⁻¹E,
j₁ = −n_v e³τ² M⁻¹[(M⁻¹E)×B].

**Q:** That second expression depends on the direction of B in a complicated way. Will you now choose B along a cubic axis and hope?

**A:** No choice is needed. For any invertible matrix A and vectors a, b, c, the determinant rule for triple products says

(Ac)·[(Aa)×(Ab)] = det(A) c·(a×b).

The left side is c·Aᵀ[(Aa)×(Ab)], and c is arbitrary, so

(Aa)×(Ab) = det(A) (Aᵀ)⁻¹(a×b).

Take A = M⁻¹, a = E and b = MB, so that Ab = B. Because M is symmetric, (Aᵀ)⁻¹ = M, and

(M⁻¹E)×B = M[E×(MB)]/det M.

Applying M⁻¹ removes the M in front:

M⁻¹[(M⁻¹E)×B] = E×(MB)/det M.

The first-order current is now linear in M, and det M = m_l m_t² is the same for every valley. The sum over valleys needs just the sum of the tensors M. Each cubic axis carries m_l in two valleys and m_t in four:

Σ M = 2(m_l + 2m_t) × unit matrix.

The direction of B has dropped out.

**Q:** Then finish the sum, with the factors visible.

**A:** With n_v = n/6, the zeroth-order currents add to σ₀E, where

σ₀ = (n/6) e²τ · 2(1/m_l + 2/m_t) = ne²τ/m_c,
1/m_c = (1/3)(1/m_l + 2/m_t) = (2K + 1)/(3K m_t).

Here m_c is the conductivity mass. The first-order currents add to −γ E×B, where

γ = (n/6) e³τ² · 2(m_l + 2m_t)/(m_l m_t²) = ne³τ² (K + 2)/(3K m_t²).

The total is j = σ₀E − γE×B. Solve for E, replacing E by j/σ₀ in the term that already contains B:

E = j/σ₀ + (γ/σ₀)E×B ≈ j/σ₀ + (γ/σ₀²) j×B.

Since j×B = −B×j, the Hall coefficient is R_H = −γ/σ₀², negative as it should be for electrons. The Hall factor is

r_H = neγ/σ₀²
= ne · [ne³τ²(K + 2)/(3K m_t²)] · [9K² m_t²/(n²e⁴τ²(2K + 1)²)]
= 3K(K + 2)/(2K + 1)².

The density, the relaxation time and the absolute mass have cancelled. With the rough values m_l = 0.92 m₀ and m_t = 0.19 m₀, where m₀ is the free-electron mass, K = 4.842 and

r_H = 3 × 4.842 × 6.842/(10.684)² = 0.871.

The numerical Boltzmann solution at weak field gives 0.870683 for B along (0,0,1) and the same for B along (1,2,3), against 0.870684 from the formula. With the Fermi level 5 kT above the band edge it again gives 0.870683.

**Q:** I distrust a value below one. When groups of electrons with different mobilities conduct in parallel, the faster ones weigh more in the Hall current, and r_H comes out above one.

**A:** That holds for groups with isotropic mobilities μ. The Hall current then contains the average of μ² and the conductivity the average of μ, so r_H = ⟨μ²⟩/⟨μ⟩² ≥ 1. Here each valley has two mobilities in the plane across B. For B along z, a deflection takes one response along x and one along y, and

r_H = ⟨μ_xμ_y⟩/(⟨μ_x⟩⟨μ_y⟩),

averaged over valleys. A valley on the x axis is slow along x and fast along y; a valley on the y axis is the reverse. The two mobilities are therefore negatively correlated. In units where the transverse mobility is 1 and the longitudinal one is 1/K,

⟨μ_xμ_y⟩ = (1 + 2/K)/3,  ⟨μ_x⟩ = ⟨μ_y⟩ = (2 + 1/K)/3.

Their covariance is

(1 + 2/K)/3 − (2 + 1/K)²/9
= (3 + 6/K − 4 − 4/K − 1/K²)/9
= −(1 − 1/K)²/9.

Dividing by ⟨μ_x⟩² gives

r_H − 1 = −(K − 1)²/(2K + 1)².

So at weak field r_H never exceeds one in this model, and equals one at K = 1, where the valleys are spheres. For silicon the deficit is 0.129.

**Q:** What happens for extreme ellipsoids?

**A:** For K → ∞ each valley is immobile along its own axis. Two thirds of the electrons can move along x, but one third can move along both x and y, so r_H = (1/3)/(2/3)² = 3/4. For K → 0 the formula gives r_H ≈ 6K, which tends to zero: electrons are then very fast along one axis, but no valley is fast along two. Silicon lies about halfway between the sphere and the limit 3/4.

For B along z, the negative correlation also needs electrons in both the x and the y valleys. If strain moved all electrons into the two valleys on the z axis, every occupied valley would have the same M, and the one-valley result r_H = 1 would return.

**Q:** How weak must the field be?

**A:** For B along z the model can be solved at any field. Let β = eτB. With E along x, a valley with masses m_x and m_y obeys

m_x u_x + βu_y = −eτE_x,
m_y u_y − βu_x = 0.

The second equation gives u_y = βu_x/m_y. Insert this in the first:

u_x = −eτE_x m_y/(m_xm_y + β²),
u_y = −eτE_x β/(m_xm_y + β²).

Define the valley averages

P = ⟨m_y/(m_xm_y + β²)⟩,  C = ⟨1/(m_xm_y + β²)⟩.

Then σ_xx = ne²τP and σ_yx = ne²τβC. Cubic symmetry gives σ_yy = σ_xx and σ_xy = −σ_yx. In a Hall bar j_y = 0, so E_y = −(σ_yx/σ_xx)E_x. The current is then j_x = σ_xxE_x − σ_yxE_y = (σ_xx² + σ_yx²)E_x/σ_xx, and

R_H B = E_y/j_x = −σ_yx/(σ_xx² + σ_yx²).

Inserting the averages and B = β/(eτ),

r_H = C/(P² + β²C²).

At β = 0 this is ⟨1/(m_xm_y)⟩/⟨1/m_x⟩², the earlier result. The field enters through β², so the first correction is quadratic in B. At large β, C approaches 1/β² and P falls as 1/β², so r_H → 1. Every valley then drifts with the same velocity across E and B, whatever its mass.

**Q:** Is the approach to one steady?

**A:** That depends on the direction of B. With the silicon masses, τ = 0.20 ps and B along [001], r_H is 0.871 at weak field, 0.854 at 5 T and 0.982 at 50 T: it first falls, to a minimum near 6 T, then rises. For B along [111] or [110] the same model rises steadily instead. The last value belongs to the classical model. The largest Landau-level spacing at 300 K is 0.0118 kT at 0.5 T and grows in proportion to B, so at 50 T it is about 1.2 kT and quantization can no longer be ignored.

**Q:** Give me a measurement. What would I read, and what would I get wrong?

**A:** Take a lightly doped wafer at 300 K with n = 10¹⁵ cm⁻³, thickness t = 500 µm and width w = 5 mm. It carries 1 mA along x in B = 0.5 T along z. I assume a long bar with ideal side probes. The conductivity mass is

m_c = 3K m_t/(2K + 1) = 3 × 4.842 × 0.19 m₀/10.684 = 0.258 m₀,

and with τ = 0.20 ps the drift mobility is μ = eτ/m_c = 1362 cm²/Vs. The Hall coefficient is

R_H = −0.8707/(10¹⁵ cm⁻³ × 1.602×10⁻¹⁹ C) = −5434 cm³/C.

The Hall field has size |R_H|Bj with j = I/(wt), and the voltage is this field times w, so the width cancels:

V_H = |R_H| I B/t
= (5.434×10⁻³ m³/C)(10⁻³ A)(0.5 T)/(5×10⁻⁴ m)
= 5.43 mV.

In this constant-τ model, if you set r_H = 1 you infer the density IB/(e t V_H) = n/r_H = 1.15×10¹⁵ cm⁻³, which is 15 % above the true value. The mobility you infer is σ₀|R_H| = r_Hμ = 0.8707 × 1362 = 1186 cm²/Vs, which is 13 % below the drift mobility. The product of inferred density and inferred mobility is still right, because the measured conductivity fixes it.

**Q:** So I should divide by 0.87 whenever I measure silicon?

**A:** No, because τ in a real wafer depends on the energy ε. To see what that does, solve the Boltzmann equation in steps. Let f₀′ = df₀/dε, so that ∇_k f₀ = ħv f₀′. The response to E alone is

f₁ = eτ f₀′ E·v.

The magnetic force acting on f₁ adds

f₂ = (eτ/ħ)(v×B)·∇_k f₁ = e²τ² f₀′ (v×B)·(M⁻¹E).

The gradients of τ and f₀′ point along v, and v·(v×B) = 0, so they drop out. The current is −e∫vf. On a surface of constant energy, v_iv_j averages to (2ε/3)(M⁻¹)_ij, because v = M^(−1/2)s with s² = 2ε and s uniformly distributed in direction. The tensors are then those found before, with τ and τ² replaced by averages:

⟨τ^p⟩ = ∫τ^p ε^(3/2)(−f₀′)dε / ∫ε^(3/2)(−f₀′)dε.

One power of ε^(1/2) is the density of states, and the remaining ε comes from v_iv_j. The denominator is proportional to n after an integration by parts. Hence

r_H = [3K(K + 2)/(2K + 1)²] · ⟨τ²⟩/⟨τ⟩².

For acoustic phonons in the simplest description, τ ∝ ε^(−1/2). For nondegenerate electrons −f₀′ ∝ exp(−ε/kT), and with x = ε/kT the integrals are

∫x^(3/2)e^(−x)dx = 3√π/4,  ∫x e^(−x)dx = 1,  ∫x^(1/2)e^(−x)dx = √π/2.

The new factor is (√π/2)(3√π/4)/1² = 3π/8 = 1.178. The Hall factor becomes 0.871 × 1.178 = 1.026, and the two effects nearly cancel.

**Q:** Then which number belongs to my wafer?

**A:** Neither without knowledge of the scattering. The doping, thickness and masses in the example are ordinary for lightly doped silicon, and the mobility is close to the rough real value of 1400 cm²/Vs at 300 K, because τ was chosen for that. A constant τ is not a safe assumption for real wafers: the acoustic law alone moves r_H up by 18 %. Phonons that carry electrons between valleys and ionized impurities have other energy dependences, so 1.026 is not a prediction either. A standard model with acoustic and intervalley phonons and nonparabolic bands, which gives a mobility near 1400 cm²/Vs, puts r_H near 1.2. Setting r_H = 1 then underestimates the density, the opposite of the constant-τ example. If τ depends on energy alone, the mass anisotropy contributes the factor 0.87, which multiplies the scattering average ⟨τ²⟩/⟨τ⟩².

**Q:** Could τ also differ along and across the valley axis?

**A:** Yes. If each momentum component relaxes at its own rate, the tensor M/τ in the drift equation has entries m_l/τ_l and m_t/τ_t. The derivation goes through with M/τ as one tensor, so K is replaced by

K* = (m_l/τ_l)/(m_t/τ_t) = Kτ_t/τ_l.

For trial ratios τ_l/τ_t of 0.8 and 1.2 the Hall factor is 0.851 and 0.888, a change of about 2 % either way. These ratios are only trials. For acoustic scattering in silicon, τ_l/τ_t comes out between about 0.65 and 2.3 depending on the deformation potentials adopted, and the mass factor then lies between 0.84 and 0.96.

**Q:** And everything else you left out?

**A:** The size of the other effects also depends on the scattering. At constant τ, the finite field of 0.5 T changes r_H by −0.04 % for B along [001] and +0.05 % along [111]; with τ ∝ ε^(−1/2) and the same mobility the changes are −0.8 % and −0.3 %. A rough nonparabolicity of 0.5 per eV, at constant τ, raises it by 0.14 %. With acoustic scattering, where τ falls as the density of states rises, the same nonparabolicity raises r_H by about 6 %, from 1.026 to 1.09. A surface barrier of 0.5 V on one face would deplete 0.80 µm, or 0.16 % of the thickness. In a film 5 µm thick, the same depletion would take 16 % of t, an error comparable with the mass effect itself.

Table of computed values

```
INPUTS (rough typical values, n-type Si)
m_l, m_t = 0.92, 0.19 m0; T = 300 K
tau = 0.20 ps; n = 1.0e+15 cm^-3
B = 0.50 T; current = 1.0 mA
thickness = 500 um; width = 5.0 mm
HALL FACTOR
K = 4.8421; r from formula = 0.8707
deficit 1 - r = 0.1293; r for K to infinity = 0.75
Boltzmann solution against formula (K, B direction, r, r):
   0.3000 (0, 0, 1) 0.808594 0.808594
   1.0000 (1, 1, 1) 1.000000 1.000000
   4.8421 (0, 0, 1) 0.870683 0.870684
   4.8421 (1, 2, 3) 0.870683 0.870684
  20.0000 (1, 1, 0) 0.785247 0.785247
one valley alone, tilted B: r = 1.000000
degenerate, Fermi level 5 kT above edge: r = 0.870683
EXAMPLE
conductivity mass = 0.2583 m0
drift mobility = 1362 cm2/Vs
Hall mobility = 1186 cm2/Vs
conductivity = 0.2182 S/cm
R_H = -5434 cm3/C
Hall voltage, weak-field = 5.434 mV
Hall voltage, full field dependence = 5.432 mV
density read with r = 1: 1.149e+15 cm^-3
NEGLECTED EFFECTS
tau ~ energy^(-1/2): factor 1.1781, r = 1.0257
tau_l/tau_t = 0.8 (trial): r = 0.8514
tau_l/tau_t = 1.2 (trial): r = 0.8880
mobility times B = 0.0681
r at 0.5 T along [001] = 0.87034, change -0.039 %
r at 0.5 T along [111] = 0.87114, change +0.052 %
r at 5 T along [001], constant-tau model = 0.8545
r at 50 T along [001], constant-tau model = 0.9825
nonparabolicity 0.5 /eV (rough): factor 1.00140
band-edge density Nc = 2.74e+19 cm^-3; n/Nc = 3.6e-05
largest Landau spacing / kT = 0.0118
surface depletion at 0.5 V (eps_r 11.7) = 0.80 um, 0.16 % of thickness
hole/electron ratio, gap 1.12 eV, Nv set to Nc: 1e-10
driving field = 0.183 V/cm
drift speed / thermal speed = 1.1e-05
```
